# Bohr-Weisskopf correction of a uniformly magnetized ball by series expansion

## First half: the operator and the electron inside the ball

Q: I am told that a nucleus whose magnetization fills a ball of radius $R$ changes the hyperfine operator by a factor $(r/R)^3$ for $r<R$. The field inside a uniformly magnetized ball is uniform. How can a uniform field carry a cubic factor?

A: The cubic factor multiplies the vector potential of a point dipole, which is itself singular. Take a magnetization $\mathbf M$ that is constant inside the ball and zero outside, in SI units. Each volume element is a small dipole $\mathbf M\,d^3r'$, so

$$
\mathbf A(\mathbf r)=\frac{\mu_0}{4\pi}\,\mathbf M\times\mathbf G(\mathbf r),\qquad
\mathbf G(\mathbf r)=\int_{r'<R}\frac{\mathbf r-\mathbf r'}{|\mathbf r-\mathbf r'|^3}\,d^3r'.
$$

The constant $\mathbf M$ could be taken out of the integral. What remains, $\mathbf G$, is the inverse-square field of a ball with unit density. It is radial, and Gauss's law gives $4\pi r^2G=4\pi\times(\text{volume within }r)$. Hence

$$
\mathbf G=\frac{4\pi}{3}\mathbf r\quad(r<R),\qquad
\mathbf G=\frac{4\pi R^3}{3}\frac{\mathbf r}{r^3}\quad(r>R).
$$

The total moment is $\boldsymbol\mu=(4\pi R^3/3)\mathbf M$. Both cases can therefore be written as

$$
\mathbf A=\frac{\mu_0}{4\pi}\,F(r)\,\frac{\boldsymbol\mu\times\mathbf r}{r^3},\qquad
F=\begin{cases}(r/R)^3,&r<R\\ 1,&r>R.\end{cases}
$$

Inside, the $r^3$ cancels and $\mathbf A=\mu_0\,\boldsymbol\mu\times\mathbf r/(4\pi R^3)$. Since $\nabla\times(\boldsymbol\mu\times\mathbf r)=2\boldsymbol\mu$, the field is $\mathbf B=\mu_0\boldsymbol\mu/(2\pi R^3)=\tfrac23\mu_0\mathbf M$. That is your uniform field. There is no conflict: a linear potential is the dipole potential times a cube.

Q: Then $F$ is the fraction of the moment enclosed within $r$. Is that a general rule for nuclei?

A: It holds for a magnetization that has one direction and a density depending on $r$ alone, because the Gauss argument then still applies. It does not hold for an arbitrary current. I shall give a counterexample later, when its effect can be evaluated. For now the nucleus is the uniformly magnetized ball.

Q: How does the electron feel this potential? I would have started from a magnetic moment in a magnetic field.

A: A relativistic electron couples through $\mathbf A$. Its charge is $-e$, so the momentum in the Dirac Hamiltonian becomes $\mathbf p+e\mathbf A$, and $c\,\boldsymbol\alpha\cdot(\mathbf p+e\mathbf A)$ contains the perturbation

$$
H'=ec\,\boldsymbol\alpha\cdot\mathbf A .
$$

I treat $H'$ to first order. The unperturbed electron moves in the electrostatic potential of the nucleus. With quantum number $\kappa$ its state is

$$
\psi=\frac1r\begin{pmatrix}P(r)\,\chi_\kappa\\ iQ(r)\,\chi_{-\kappa}\end{pmatrix},
\qquad
\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_\kappa=-\chi_{-\kappa}.
$$

The values $\kappa=-1$ and $\kappa=+1$ are $s_{1/2}$ and $p_{1/2}$. Both have $j=1/2$.

Q: The nucleus has a spin of its own. May you replace its moment operator by a fixed vector?

A: For the present purpose, yes. The perturbation is a scalar product of $\boldsymbol\mu$ with a vector operator of the electron. Within one nuclear level and one electron level, the first factor is proportional to the nuclear spin $\mathbf I$ and the second to $\mathbf J$. The result is a constant times $\mathbf I\cdot\mathbf J$. I can find how that constant depends on $F$ by putting $\boldsymbol\mu$ along $z$ and taking the electron state $m=1/2$.

Q: Please show the angular integral. If it depended on $F$, your plan would fail.

A: It cannot depend on $F$, since $F$ is a function of $r$, but its sign is worth tracing. Set $\mathbf a=\hat{\mathbf z}\times\hat{\mathbf r}$. The matrix $\boldsymbol\alpha\cdot\mathbf a$ connects upper and lower components through $\boldsymbol\sigma\cdot\mathbf a$. The two cross terms are complex conjugates, so

$$
\psi^\dagger\boldsymbol\alpha\cdot\mathbf a\,\psi
=\frac{2}{r^2}\,\mathrm{Re}\left[iPQ\,\chi_\kappa^\dagger\,\boldsymbol\sigma\cdot\mathbf a\,\chi_{-\kappa}\right].
$$

For $\kappa=-1$, $\chi_{-1}$ is spin up divided by $\sqrt{4\pi}$, and $\chi_{1}=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_{-1}$. The product rule for Pauli matrices is $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\hat{\mathbf r})=\mathbf a\cdot\hat{\mathbf r}+i\boldsymbol\sigma\cdot(\mathbf a\times\hat{\mathbf r})$. Here $\mathbf a\cdot\hat{\mathbf r}=0$, and

$$
\mathbf a\times\hat{\mathbf r}=(\hat{\mathbf z}\times\hat{\mathbf r})\times\hat{\mathbf r}
=\hat{\mathbf r}\cos\theta-\hat{\mathbf z},
$$

whose $z$ component is $\cos^2\theta-1=-\sin^2\theta$. Therefore

$$
\chi_{-1}^\dagger\,\boldsymbol\sigma\cdot\mathbf a\,\chi_{1}
=-\frac{1}{4\pi}\,i(-\sin^2\theta)=\frac{i\sin^2\theta}{4\pi}.
$$

The integral of $\sin^2\theta$ over the sphere is $8\pi/3$, which gives $2i/3$. Then $2\,\mathrm{Re}[iPQ\cdot 2i/3]=-\tfrac43PQ$. For $\kappa=+1$ the spinors change places, the matrix element is the complex conjugate $-2i/3$, and the result is $+\tfrac43PQ$. Both cases are covered by $\tfrac43\kappa PQ$.

The volume element $r^2dr$ cancels the $1/r^2$ of the density. The operator contributes $F\,\hat{\mathbf z}\times\mathbf r/r^3=F\,\mathbf a/r^2$. For a normalized state the first-order energy is

$$
W=\frac{4\kappa}{3}\,ec\,\frac{\mu_0}{4\pi}\,\mu\int_0^\infty\frac{PQ\,F}{r^2}\,dr,
\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .
$$

Q: Now define the correction. "Finite size" could mean the charge, the magnetization or both.

A: The charge is extended in everything that follows: it fills the same ball uniformly. I compare two magnetic couplings of the same electron state. In one, the moment sits at the centre and $F=1$ everywhere. In the other, it fills the ball. Call the coupling constants $A_{\rm dip}$ and $A_{\rm ball}$ and write $A_{\rm ball}=A_{\rm dip}(1-\varepsilon)$. All common factors cancel:

$$
\varepsilon=1-\frac{\int_0^\infty PQ\,F\,r^{-2}dr}{\int_0^\infty PQ\,r^{-2}dr}
=\frac{\int_0^R PQ\,[1-(r/R)^3]\,r^{-2}dr}{\int_0^\infty PQ\,r^{-2}dr}.
$$

The region $r>R$ drops out of the numerator because $F=1$ there. The change that the extended charge makes in $P$ and $Q$, the Breit-Rosenthal effect, is already contained in $A_{\rm dip}$ and is not part of $\varepsilon$.

Q: So the numerator needs $P$ and $Q$ inside the nucleus alone. Which equations do they satisfy? I want the signs derived, since the product $PQ$ depends on them.

A: Start from $[c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V]\psi=E\psi$, where $E$ includes the rest energy. Multiplying $\boldsymbol\sigma\cdot\mathbf p$ by $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ and using the Pauli product rule gives

$$
\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\hat{\mathbf r}\left(-i\hbar\frac{\partial}{\partial r}+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L\right).
$$

The angular spinors obey $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(\kappa+1)\hbar\chi_\kappa$. This is zero for $s_{1/2}$ and $-2\hbar$ for $p_{1/2}$, as it must be. For any radial function $f$,

$$
\boldsymbol\sigma\cdot\mathbf p\,\frac{f}{r}\chi_\kappa
=-i\hbar\,(-\chi_{-\kappa})\left(\frac{d}{dr}+\frac{\kappa+1}{r}\right)\frac fr
=\frac{i\hbar}{r}\left(f'+\frac{\kappa}{r}f\right)\chi_{-\kappa},
$$

because $(f/r)'=f'/r-f/r^2$ removes the 1 from $\kappa+1$. In the lower line of the Dirac equation $f=P$, and a common factor $i$ cancels. In the upper line $f=iQ$ with $\kappa\to-\kappa$, and $i\cdot i=-1$ gives a minus sign. Thus

$$
P'+\frac{\kappa}{r}P=\frac{E-V+mc^2}{\hbar c}\,Q,\qquad
Q'-\frac{\kappa}{r}Q=-\frac{E-V-mc^2}{\hbar c}\,P .
$$

Q: And the potential inside the charged ball?

A: Let $\zeta=\alpha Z$, where $\alpha$ is the fine-structure constant, so that the potential energy outside is $-\zeta\hbar c/r$. Inside, the charge enclosed is the fraction $(r/R)^3$, and hence $dV/dr=\zeta\hbar c\,r/R^3$. Integrating inward from the surface,

$$
V(r)=-\frac{\zeta\hbar c}{R}-\int_r^R\frac{\zeta\hbar c\,s}{R^3}\,ds
=-\frac{\zeta\hbar c}{R}\,\frac{3-x^2}{2},\qquad x=\frac rR .
$$

Use $x$ as the variable and multiply the radial equations by $R$. From here on a prime means $d/dx$. Define

$$
A_\pm=\frac{3\zeta}{2}+w_\pm,\qquad w_\pm=\frac{R(E\pm mc^2)}{\hbar c},\qquad B=\frac{\zeta}{2}.
$$

For $s_{1/2}$, where $\kappa=-1$, the equations inside are

$$
P'-\frac Px=(A_+-Bx^2)Q,\qquad Q'+\frac Qx=-(A_--Bx^2)P .
$$

Q: Relativistic functions in a Coulomb field start with a non-integer power of $r$. Why should a Taylor series work here?

A: The non-integer power belongs to a potential that behaves as $1/r$ down to the centre. The potential of the extended charge is finite there. Near $x=0$ the terms with $1/x$ dominate, and the regular solution has $P\propto x$, for which $P'-P/x=0$. The other solution starts with $Q\propto1/x$ and is excluded, since $\int Q^2dx$ then diverges at the centre and the state cannot be normalized.

Inserting $P=x$ in the second equation gives $Q\propto x^2$. Each further step multiplies by an even power of $x$. So I write

$$
P=\sum_{k\ge0}p_kx^{2k+1},\qquad Q=\sum_{k\ge0}q_kx^{2k+2},\qquad p_0=1 .
$$

The choice $p_0=1$ is a scale. It replaces the normalization used in $W$ and is allowed in $\varepsilon$, where numerator and denominator are both quadratic in the state.

On the left of the first equation, $x^{2k+1}$ becomes $(2k+1-1)x^{2k}=2k\,x^{2k}$. On the left of the second, $x^{2k+2}$ becomes $(2k+2+1)x^{2k+1}$. Equating coefficients of $x^{2k}$ and $x^{2k+1}$ gives

$$
2k\,p_k=A_+q_{k-1}-Bq_{k-2},\qquad
(2k+3)\,q_k=-A_-p_k+Bp_{k-1},
$$

where coefficients with a negative index are zero.

Q: The series is needed up to the surface, $x=1$. For a heavy nucleus $A_\pm$ is close to one. Why should it converge there?

A: The divisors $2k$ and $2k+3$ grow while $A_\pm$ and $B$ stay fixed. To make this a proof, let $C$ be the largest of $|A_+|$, $|A_-|$ and $B$, and choose any $\rho>1$. Suppose that $|p_j|$ and $|q_j|$ are at most $K\rho^{-j}$ for all $j<k$. The recursion then gives

$$
|p_k|\le\frac{C(\rho+\rho^2)}{2k}\,K\rho^{-k}.
$$

Once $2k\ge C(\rho+\rho^2)$, this is at most $K\rho^{-k}$. The same holds for $q_k$, whose bound contains the smaller factor $C(1+\rho)/(2k+3)$. The finitely many earlier coefficients are covered by taking $K$ large enough. Both series therefore converge for $x^2<\rho$, and $\rho$ was arbitrary. Convergence at the surface is not in danger. The solution is physically relevant up to $x=1$, where the potential changes its form.

## Second half: the correction and its size

Q: Before we go on, list what you are carrying over.

A: The ball has radius $R$, $x=r/R$, and $\zeta=\alpha Z$. Charge and magnetization both fill it uniformly. $P$ and $Q$ are the radial Dirac components, and

$$
\varepsilon=\frac{\int_0^1PQ(1-x^3)x^{-2}dx}{\int_0^\infty PQ\,x^{-2}dx},\qquad A_{\rm ball}=A_{\rm dip}(1-\varepsilon).
$$

With $w_\pm=R(E\pm mc^2)/\hbar c$, $A_\pm=3\zeta/2+w_\pm$ and $B=\zeta/2$, the $s_{1/2}$ series $P=\sum p_kx^{2k+1}$, $Q=\sum q_kx^{2k+2}$ has $p_0=1$ and

$$
2k\,p_k=A_+q_{k-1}-Bq_{k-2},\qquad (2k+3)q_k=-A_-p_k+Bp_{k-1}.
$$

Q: Then give me the coefficients, not just a recursion.

A: The first steps are

$$
q_0=-\frac{A_-}{3},\qquad p_1=\frac{A_+q_0}{2}=-\frac{A_+A_-}{6},\qquad
q_1=\frac{B-A_-p_1}{5}=\frac B5+\frac{A_+A_-^2}{30}.
$$

The next pair is

$$
p_2=\frac{A_+q_1-Bq_0}{4}=\frac{A_+B}{20}+\frac{A_-B}{12}+\frac{A_+^2A_-^2}{120},
$$

$$
q_2=\frac{-A_-p_2+Bp_1}{7}
=-\frac{13A_+A_-B}{420}-\frac{A_-^2B}{84}-\frac{A_+^2A_-^3}{840}.
$$

In the first term of $q_2$, $\tfrac1{20}+\tfrac16=\tfrac{13}{60}$ was divided by 7. Now write $PQ/x^2=\sum_m d_mx^{2m+1}$. Then $d_0=q_0$, $d_1=q_1+p_1q_0$ and $d_2=q_2+p_1q_1+p_2q_0$. With $\tfrac1{30}+\tfrac1{18}=\tfrac4{45}$,

$$
d_0=-\frac{A_-}{3},\qquad d_1=\frac B5+\frac{4A_+A_-^2}{45}.
$$

For $d_2$ the three kinds of term add separately:

$$
\begin{aligned}
A_+A_-B:&\quad \tfrac{13}{420}+\tfrac1{30}+\tfrac1{60}=\tfrac{17}{210},\\
A_-^2B:&\quad \tfrac1{84}+\tfrac1{36}=\tfrac5{126},\\
A_+^2A_-^3:&\quad \tfrac1{840}+\tfrac1{180}+\tfrac1{360}=\tfrac1{105},
\end{aligned}
$$

all with a minus sign:

$$
d_2=-\left(\frac{17A_+A_-B}{210}+\frac{5A_-^2B}{126}+\frac{A_+^2A_-^3}{105}\right).
$$

Q: Where does the cube enter?

A: In the weight of each term:

$$
\int_0^1x^{2m+1}(1-x^3)\,dx=\frac1{2m+2}-\frac1{2m+5}=\frac{3}{(2m+2)(2m+5)},
$$

which is $\tfrac3{10},\tfrac3{28},\tfrac1{18}$ for $m=0,1,2$. I define two positive numbers for the states treated below,

$$
S=\kappa\int_0^1\frac{PQ(1-x^3)}{x^2}dx,\qquad T=\kappa\int_0^\infty\frac{PQ}{x^2}dx,
$$

so that for $s_{1/2}$

$$
\varepsilon=\frac ST,\qquad
S=-\sum_{m\ge0}\frac{3\,d_m}{(2m+2)(2m+5)}
=\frac{A_-}{10}-\frac{3B}{140}-\frac{A_+A_-^2}{105}+\dots
$$

The terms written out are those of $m=0$ and $m=1$.

Q: You have solved half the problem. $T$ runs over all space, and the inner series cannot supply it.

A: Correct. $T$ needs the complete bound state, and so does the energy in $w_\pm$. There is, however, an identity that shows what controls $T$. Let $g=P/x$, so $g(0)=1$, and let $v=-RV/(\zeta\hbar c)$, which is $1/x$ outside. For $s_{1/2}$ the first radial equation becomes $g'=(\zeta v+w_+)Q/x$. Multiplying by $g$ and integrating, with $g\to0$ at infinity,

$$
\int_0^\infty(\zeta v+w_+)\left(-\frac{PQ}{x^2}\right)dx=\frac12 .
$$

If $\zeta v$ were absent, $T$ would be $1/(2w_+)$.

Q: When may it be dropped? Near a nucleus the potential energy can exceed $mc^2$.

A: It can, but for a light nucleus that region contributes little to the integral. Between the surface and the atomic scale, $P\approx x$. The second radial equation is $(xQ)'=-x(\zeta v+w_-)P\approx-\zeta x$, so $Q\approx-\zeta x/2$ and $-PQ/x^2\approx\zeta/2$. The $\zeta v$ term then contributes about

$$
\int_1^{a_0/(ZR)}\frac\zeta x\,\frac\zeta2\,dx=\frac{\zeta^2}{2}\ln\frac{a_0}{ZR},
$$

where $a_0$ is the Bohr radius. Compared with $\tfrac12$ this is a relative correction of order $\zeta^2\ln(a_0/ZR)$. Neglecting it, and using $w_+\approx2R/ƛ$ with $ƛ=\hbar/mc$,

$$
T\to\frac{ƛ}{4R}.
$$

To first order in $\zeta$, with $R\llƛ$, one has $A_-\to3\zeta/2$. The products in $d_1$ and $d_2$ are of higher order, as are all later coefficients: each contains a $p_k$ with $k\ge1$, or comes from one. So

$$
S\to\frac{3\zeta}{20}-\frac{3\zeta}{280}=\frac{39\zeta}{280},
\qquad
\varepsilon\to\frac{39\zeta}{280}\,\frac{4R}{ƛ}=\frac{39}{70}\,\frac{ZR}{a_0},
$$

since $ƛ=\alpha a_0$.

Q: I could have kept $d_0$ alone and obtained $\tfrac35$. Is the difference a matter of taste?

A: No. The second contribution comes from $B$, the curvature of the potential inside the charged ball, and it is of the same order in $\zeta$ as the first. A program accompanying this exchange integrates the Dirac equation without the series. For $Z=1$ and $R=1$ fm it finds $\varepsilon a_0/(ZR)=0.5574$, against $39/70=0.5571$. The value 0.6 is excluded. It also gives $4RT/ƛ=0.9995$. The estimate above predicts a deficit of $\zeta^2\ln(a_0/R)\approx6\times10^{-4}$, and the computed deficit is $5\times10^{-4}$.

Q: Does your coupling energy reduce to the Fermi contact energy? A mistake common to numerator and denominator would be invisible in $\varepsilon$.

A: Return to a normalized state and let $g_0$ be the value of $P/r$ at the centre. The scaled functions are multiplied by $g_0R$, so $\int PQ\,r^{-2}dr=-(g_0R)^2T/R\to-ƛg_0^2/4$. In the light limit $g_0^2=4\pi|\psi(0)|^2$. With $\kappa=-1$,

$$
W\to\frac43\,ec\,\frac{\mu_0}{4\pi}\,\mu\,\frac{ƛ}{4}\,4\pi|\psi(0)|^2
=\frac{\mu_0\mu}{3}\,\frac{e\hbar}{m}\,|\psi(0)|^2
=\frac23\mu_0\,\mu\,\mu_B|\psi(0)|^2 ,
$$

because $cƛ=\hbar/m$ and $\mu_B=e\hbar/2m$. This is the contact energy for parallel electron spin and nuclear moment. For one nuclear magneton at $Z=1$ the program gives 0.5261 µeV by both routes.

Q: Now a heavy nucleus, where your light limit is suspect.

A: Take a one-electron model ion with $Z=80$ and $R=7$ fm, in its $1s$ state. The bound-state calculation gives $w_+=0.0328$ and $w_-=-0.0034$. With $\zeta=0.5838$,

$$
A_+=0.9085,\qquad A_-=0.8723,\qquad B=0.2919 .
$$

The coefficients are

$$
d_0=-\frac{0.8723}{3}=-0.2908,\qquad
d_1=\frac{0.2919}{5}+\frac{4(0.9085)(0.8723)^2}{45}=0.0584+0.0614=0.1198,
$$

$$
d_2=-(0.0187+0.0088+0.0052)=-0.0328,
$$

where the last digit of $d_2$ comes from the unrounded sum. With the weights,

$$
S\approx0.0872-0.0128+0.0018=0.0762 .
$$

Sixteen terms give $S=0.0760$, and $T=4.141$. Therefore

$$
\varepsilon=\frac{0.0760}{4.141}=1.8\,\% .
$$

Relative to the converged $\varepsilon$, one term is 15% too high, two terms are 2% too low and three terms are 0.3% too high. The converged series agrees with direct integration, which is one of the program's tests.

For a moment of one nuclear magneton, the energy $W$ with a central dipole is 0.482 eV. The extended magnetization lowers it by $0.01835\times0.482$ eV $=8.8$ meV. This is the energy for the fixed moment direction used above, not a complete hyperfine splitting.

Q: The light-nucleus formula gives what for this ion?

A: It gives 0.59%, too small by a factor 3.1. The inner part is not to blame: $39\zeta/280=0.0813$, while $S=0.0760$. The change is in $T$, which is 4.14 instead of $ƛ/(4R)=13.8$.

The identity explains the direction. In the $1s$ state $P$ has no node. The function $xQ$ first falls from zero and then, where $\zeta v+w_-$ is negative, rises back to zero, so $Q$ stays negative. Thus $-PQ/x^2$ is positive everywhere. Adding the positive $\zeta v$ to $w_+$ forces $T$ below $1/(2w_+)=15.2$. For $Z=80$ that term is no longer a small correction.

Q: If $S$ is fixed inside the nucleus, is $\varepsilon$ the same for every $s$ state?

A: Nearly, but not to the accuracy of the example. The $2s$ state of the same ion has $S=0.0762$, 0.3% above the $1s$ value. The state enters $S$ through the energy in $w_\pm$, which is small beside $3\zeta/2$. But $T=3.87$ is 7% lower, and $\varepsilon=2.0\%$ is 7% higher than for $1s$. The difference comes mainly from $T$.

Q: And $p_{1/2}$? Its large component vanishes faster at the centre.

A: Its lower component does not. For $\kappa=+1$ the equations inside are

$$
P'+\frac Px=(A_+-Bx^2)Q,\qquad Q'-\frac Qx=-(A_--Bx^2)P .
$$

Set $\tilde P=Q$ and $\tilde Q=-P$. Then

$$
\tilde P'-\frac{\tilde P}{x}=(A_--Bx^2)\tilde Q,\qquad
\tilde Q'+\frac{\tilde Q}{x}=-(A_+-Bx^2)\tilde P ,
$$

which are the $s_{1/2}$ equations with $A_+$ and $A_-$ exchanged. Also $\kappa PQ=PQ=-\tilde P\tilde Q$, the same sign as for $s_{1/2}$. The formula for $S$ therefore holds after the exchange, with $Q$ scaled to start as $x$. Its first term is $A_+/10$.

For $2p_{1/2}$ in the model ion, $S=0.0796$ is close to the $s$ value, but $T=16.1$. The correction is $\varepsilon=0.49\%$, a quarter of that for $2s$. Relative to the squared amplitude of the dominant component at the centre, the $p_{1/2}$ state has a much larger total hyperfine integral, so a smaller share of it comes from inside the nucleus. This compares the scaled functions only: for normalized states the energy $W$ of $2p_{1/2}$ is about a third of that of $2s$.

Q: You promised a nucleus for which the cube is wrong.

A: Let the moment come from a uniformly charged ball in rigid rotation. A thin rotating shell of radius $s$ carries a surface current proportional to $\sin\theta$, the same pattern as the surface current of a uniformly magnetized ball. Its potential therefore has the factor $(r/s)^3$ inside and 1 outside. Current density grows as $s$, and a shell's moment as $s^4ds$. Weighting the shells by $5s^4ds/R^5$ gives, for $r<R$,

$$
F=\int_0^r\frac{5s^4}{R^5}ds+\int_r^R\frac{5s^4}{R^5}\frac{r^3}{s^3}ds
=x^5+\frac52x^3(1-x^2)=\frac52x^3-\frac32x^5 .
$$

The shells within $r$ carry only the fraction $x^5$ of the moment, so $F$ is not the fraction of the current's moment enclosed within $r$; the second term comes from the shells outside. (The same current is the curl of a magnetization along the axis proportional to $R^2-r^2$, and it is the enclosed fraction of that non-uniform magnetization that equals $F$.) The weight of $d_0$ becomes

$$
\int_0^1x(1-F)\,dx=\frac12-\frac12+\frac3{14}=\frac3{14},
$$

instead of $\tfrac3{10}$. The leading term is smaller by the factor $\tfrac57$, although charge, radius and total moment are unchanged.

Q: Then how far should I trust 1.8% for a real nucleus?

A: As the value for this model. The current distribution alone can change the leading term by tens of percent, as the rotating ball shows. If the magnetization has a radius different from that of the charge, the cube must use the magnetic radius, and the weights change; if the magnetic radius is the larger one, the numerator also extends beyond $x=1$, where the inner series no longer represents $P$ and $Q$. A diffuse charge surface changes the potential and hence the recursion. Within the stated model the series converges quickly, so the uncertainty for a real nucleus lies in the model of its magnetization and charge, not in the expansion.

## Table of computed values

```
reduced Compton wavelength: 386.159 fm
Bohr radius: 52917.7 fm
angular factor s1/2, p1/2: -1.333333, 1.333333
Light test Z = 1, R = 1.0 fm
  eps: 1.05338e-05
  eps*a0/(Z R): 0.55742; limit 39/70 = 0.55714
  4 R T / Compton wavelength: 0.99948
  dipole energy, 1 mu_N: 0.52614 micro-eV
  Fermi contact energy: 0.52612 micro-eV
Model ion Z = 80, R = 7.0 fm, state 1s
  zeta: 0.58379
  binding energy: 96.062 keV
  R(E+mc2)/(hbar c): 0.03285
  R(E-mc2)/(hbar c): -0.00341
  A_plus: 0.90853
  A_minus: 0.87227
  B: 0.29189
  d_0: -0.290758; contribution to S: 0.087227
  d_1: 0.119825; contribution to S: -0.012838
  d_2: -0.032757; contribution to S: 0.001820
  d_3: 0.008052; contribution to S: -0.000274
  1 terms: S = 0.087227, eps = 2.1065 %
  2 terms: S = 0.074389, eps = 1.7965 %
  3 terms: S = 0.076209, eps = 1.8404 %
  16 terms: S = 0.075965, eps = 1.8345 %
  S by direct integration: 0.075965
  T: 4.14084
  eps by direct integration: 1.8345 %
  light-nucleus formula for eps: 0.5896 %
  light-nucleus formula for T: 13.79140
  dipole energy, 1 mu_N: 0.48207 eV
  reduction by the ball: 8.844 meV
Comparison of states, same ion
  1s: S = 0.075965, T = 4.14084, eps = 1.8345 %
  2s: S = 0.076173, T = 3.86555, eps = 1.9706 %
  2p1/2: S = 0.079570, T = 16.11410, eps = 0.4938 %
  eps(2s)/eps(1s): 1.0741
  eps(2p1/2)/eps(2s): 0.2506
```
